# Why a Small Γ-Valley Population Adds Little Conductivity in Germanium

## The error and its size

Give the light Γ electrons of germanium a mobility computed without their escape to the L valleys, and a minute population appears to carry a large current. In the model below, with the Γ edge lowered to 0.04 eV above the L edge, there are 0.42 Γ electrons per hundred L electrons. Without Γ-L scattering they would carry 106% of the L-valley current. With it they carry 1.4%.

Two separate facts are at work. Energy and density of states make the Γ population small. Scattering into the large L density of states makes the lifetime of each Γ electron short. Strong scattering does not drain Γ in equilibrium, because the return flow grows equally. At the ordinary offset of about 0.14 eV the population alone already keeps the Γ current to a few per cent; in the model, scattering then lowers it by a further factor of about a hundred. That factor and the 106% compare against a Γ valley with acoustic scattering only, at an uncertain coupling of 5 eV. With 8.2 eV they become about 44 and 40%, and with ionised impurities at $10^{15}$ cm⁻³ about 60 and 56%.

## Model and populations

Consider low-field transport by nondegenerate electrons in thermal equilibrium at temperature $T$, with phonons at the same temperature. Bands are parabolic. Energy $E$ is measured from the edge of the valley concerned, and the Γ edge lies $\Delta$ above the L edge.

The density of states per spin, per volume and per valley is

$$N_a(E)=\frac{(2m_a)^{3/2}\sqrt E}{4\pi^2\hbar^3},\qquad a=\Gamma,L. \tag{1}$$

An L valley is an ellipsoid with masses $m_l$ along its axis and $m_t$ across it. Setting $k_i=\sqrt{m_i/m_L}\,k'_i$ turns its energy into $\hbar^2k'^2/2m_L$. The volume element is unchanged if $m_L^3=m_lm_t^2$, which fixes the density-of-states mass in (1).

There are four L valleys and one Γ valley. With Boltzmann occupation,

$$\frac{n_\Gamma}{n_L}=
\frac{e^{-\Delta/kT}\int_0^\infty N_\Gamma e^{-E/kT}dE}
{4\int_0^\infty N_L e^{-E/kT}dE}
=\frac14\left(\frac{m_\Gamma}{m_L}\right)^{3/2}e^{-\Delta/kT}. \tag{2}$$

The energy integrals are identical and cancel. No scattering strength appears.

## Why the light electron scatters quickly

A lattice mode of frequency $\omega$ in a crystal of volume $V$ and mass density $\rho$ has squared displacement matrix element $\hbar n_q/2\rho V\omega$ for absorption and $\hbar(n_q+1)/2\rho V\omega$ for emission, where $n_q=1/(e^{\hbar\omega/kT}-1)$. Let the intervalley coupling energy be a constant $D$ times the displacement. The golden rule for absorption into one L valley gives

$$\frac{2\pi}{\hbar}\,\frac{\hbar D^2n_q}{2\rho V\omega}\,V N_L
=\frac{\pi D^2}{\rho\omega}\,n_qN_L .$$

Spin is conserved, so the density per spin is the right one. An electron at $E$ in Γ has energy $E+\Delta$ above the L edge. Adding emission and the four final valleys,

$$\frac1{\tau_{\Gamma L}(E)}=\frac{4\pi D^2}{\rho\omega}
\left[n_qN_L(E+\Delta+\hbar\omega)+(n_q+1)N_L(E+\Delta-\hbar\omega)\right]. \tag{3}$$

A term is zero when its argument is negative. The Γ mass is absent: the escape rate counts final states, and these have the L mass.

Acoustic scattering inside Γ is different. A mode of wavevector $q$ and sound speed $s$ produces a strain energy $\Xi q$ times displacement. For $\hbar\omega_q\ll kT$, absorption and emission each have $n_q\approx kT/\hbar\omega_q$. With $\omega_q=sq$, their summed squared matrix element is

$$2\,\Xi^2q^2\frac{\hbar}{2\rho V\omega_q}\frac{kT}{\hbar\omega_q}
=\frac{\Xi^2kT}{\rho Vs^2},$$

so that, neglecting the small energy change,

$$\frac1{\tau_{\rm ac}(E)}=\frac{2\pi\Xi^2kT}{\hbar\rho s^2}N_\Gamma(E). \tag{4}$$

Here the final states are the few states of Γ itself. This is why a light valley left to itself would have a long lifetime as well as a light mass.

## Why strong scattering does not empty Γ

Take a Γ state at energy $\varepsilon$ above the L edge and an L state at $\varepsilon-\hbar\omega$. Apart from common factors, the flow from Γ to L by emission is $(n_q+1)e^{-\varepsilon/kT}$, and the return flow by absorption is $n_qe^{-(\varepsilon-\hbar\omega)/kT}$. They are equal because $n_qe^{\hbar\omega/kT}=n_q+1$. The pair with absorption out of Γ balances in the same way. Summing over all pairs,

$$n_\Gamma\left\langle\frac1{\tau_{\Gamma L}}\right\rangle
=n_L\left\langle\frac1{\tau_{L\Gamma}}\right\rangle, \tag{5}$$

where brackets are thermal averages over the starting valley. Raising $D^2$ multiplies both sides equally. Visits to Γ become shorter and more frequent, while the fraction of time spent there stays the same.

## From lifetime to conductivity

Let a field $F$ along $z$ exert the force $G=-eF$. Write the occupation as $f_0+f_1$, with $f_1$ linear in $F$. The steady Boltzmann equation is

$$Gv_z\frac{\partial f_0}{\partial E}
=-\frac{f_1}{\tau}+\sum_{\rm initial\ states}S f_1, \tag{6}$$

where $1/\tau$ is the total out-rate and $S$ is the rate into the state considered. The driving term is odd in velocity, hence so is $f_1$. The rates used here depend on energy and valley but not on direction. States of opposite velocity therefore cancel in the last sum. An electron returning from L brings back no average momentum, and each scattering event counts fully against the current.

Since $\partial f_0/\partial E=-f_0/kT$, equation (6) gives $f_1=G\tau v_zf_0/kT$. In the spherical Γ valley the directional average of $v_z^2$ is $2E/3m_\Gamma$. The mean velocity is therefore

$$\langle v_z\rangle=\frac{2G}{3m_\Gamma kT}
\frac{\int_0^\infty\tau E^{3/2}e^{-E/kT}dE}{\int_0^\infty E^{1/2}e^{-E/kT}dE}.$$

Integration by parts gives $\int E^{3/2}e^{-E/kT}dE=\tfrac32kT\int E^{1/2}e^{-E/kT}dE$. Replacing the denominator,

$$\langle v_z\rangle=\frac{G\bar\tau_\Gamma}{m_\Gamma},\qquad
\bar\tau_\Gamma=\frac{\int_0^\infty\tau_\Gamma E^{3/2}e^{-E/kT}dE}{\int_0^\infty E^{3/2}e^{-E/kT}dE}. \tag{7}$$

The mobility, counted positive, is $\mu_\Gamma=e\bar\tau_\Gamma/m_\Gamma$.

In an L ellipsoid, $v_i=\hbar k'_i/\sqrt{m_im_L}$, so the directional average of $v_i^2$ is $2E/3m_i$. The four valley axes point along the cube diagonals, and the average squared projection of these axes on any field direction is $1/3$. The valley-averaged inverse mass is thus

$$\frac1{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right),\qquad
\mu_L=\frac{e\bar\tau_L}{m_c}. \tag{8}$$

The L out-rate includes acoustic scattering, optical phonons within a valley, L-L scattering and the rare transfer to Γ. Conductivity is $\sigma_a=en_a\mu_a$, so

$$\frac{\sigma_\Gamma}{\sigma_L}
=\frac{n_\Gamma}{n_L}\,\frac{m_c}{m_\Gamma}\,\frac{\bar\tau_\Gamma}{\bar\tau_L}. \tag{9}$$

The light mass survives as the middle factor. The long lifetime does not survive.

## Two limits and a ceiling

**Escape switched off.** With the thermal population held fixed, (4) gives $\tau_\Gamma(E)=\tau_{\rm ac}(kT)\sqrt{kT/E}$. With $x=E/kT$, (7) becomes

$$\bar\tau_\Gamma=\tau_{\rm ac}(kT)\frac{\int_0^\infty xe^{-x}dx}{\int_0^\infty x^{3/2}e^{-x}dx}
=\frac4{3\sqrt\pi}\tau_{\rm ac}(kT).$$

Since $\tau_{\rm ac}\propto m_\Gamma^{-3/2}$, the mobility varies as $m_\Gamma^{-5/2}$. A light mass then helps twice.

**Escape dominant.** Equation (3) removes the factor $m_\Gamma^{-3/2}$ from the lifetime, leaving $\mu_\Gamma\propto m_\Gamma^{-1}$ at fixed $\Delta$. Suppose also that the number $Z$ of L valleys could be changed, with total density and coupling fixed. For $n_\Gamma\ll n_L$, the population gives $n_\Gamma\propto1/Z$ and the lifetime gives another $1/Z$, hence $\sigma_\Gamma\propto1/Z^2$. The large L density of states enters twice.

If $\Delta>\hbar\omega$, both terms in (3) are open at the Γ edge and increase with $E$. Other scattering can only add to the out-rate, so $\tau_\Gamma(E)\le\tau_{\Gamma L}(0)$ and

$$\frac{\sigma_\Gamma}{\sigma_L}\le
\frac{n_\Gamma}{n_L}\frac{e\tau_{\Gamma L}(0)}{m_\Gamma\mu_L}. \tag{10}$$

This ceiling needs no knowledge of the remaining Γ scattering. It fails as a useful limit when Γ falls well below L: for $\Delta<-\hbar\omega$, an electron at the Γ edge cannot reach L even by absorbing a phonon.

## A germanium-like example

The following values are rough and typical: $T=300$ K, $\Delta=0.14$ eV, $m_\Gamma=0.04m_e$, $m_l=1.60m_e$ and $m_t=0.08m_e$, where $m_e$ is the free-electron mass. They give $m_L=0.217m_e$ and $m_c=0.117m_e$. The lattice has $\rho=5300$ kg/m³ and $s=5400$ m/s. Acoustic couplings are 5 eV in Γ and 11 eV in L. The Γ-L, L-L and optical couplings are 4.0, 3.0 and 5.5 in units of $10^8$ eV/cm; phonon energies are 0.028 eV between valleys and 0.038 eV for the optical mode.

Equation (2) gives

$$\frac{n_\Gamma}{n_L}=0.0198\times0.00445=8.8\times10^{-5}.$$

The first factor counts states; the second is the energy cost. A Γ electron escapes after 0.249 ps, taken as the inverse mean rate, while the corresponding time for an L electron to enter Γ is 2830 ps. Their ratio reproduces the population ratio, as (5) requires.

The transport times are 0.232 ps in Γ and 0.311 ps in L. Hence $\mu_\Gamma=10\,200$ cm²/Vs and $\mu_L=4680$ cm²/Vs, and

$$\frac{\sigma_\Gamma}{\sigma_L}=8.79\times10^{-5}\times2.93\times0.744
=1.9\times10^{-4}.$$

For $10^{15}$ electrons per cm³, the conductivities are 0.750 S/cm from L and $1.4\times10^{-4}$ S/cm from Γ. The ceiling on $\mu_\Gamma$ from the edge lifetime, 0.284 ps, is 12,500 cm²/Vs.

Without Γ-L scattering the Γ transport time would be 26.8 ps and its mobility $1.18\times10^6$ cm²/Vs, 116 times larger. Its conductivity would still be just 2.2% of the L value. The L mobility changes by about 0.01%, because only the more energetic L electrons can reach Γ, and Γ offers them few final states.

Changing the offset alone gives:

| $\Delta$ (eV) | $n_\Gamma/n_L$ (%) | $\sigma_\Gamma/\sigma_L$ (%) | Same, no Γ-L (%) |
|---|---|---|---|
| 0.14 | 0.0088 | 0.019 | 2.2 |
| 0.10 | 0.041 | 0.10 | 10 |
| 0.06 | 0.19 | 0.57 | 49 |
| 0.04 | 0.42 | 1.4 | 106 |

The lower rows show where scattering decides the outcome. The ratio of the two conductivity columns falls from 116 to 75, because a lower Γ edge faces fewer L states. The scan is not a full strain calculation: strain can also split the L valleys and change masses.

These formulas were tested against a master equation that resolves energy, direction and valley and keeps every return event. Three cases were used: $\Delta=0.14$ and 0.04 eV at the stated coupling, and 0.14 eV with the Γ-L coupling reduced twentyfold. Populations and both mobilities agreed within 0.06%. Between the two couplings at 0.14 eV, the stationary population ratio agreed within 0.01%. Doubling the number of L valleys multiplied $\sigma_\Gamma$ by 0.251, against the limiting value 0.25.

## Real germanium and the model's omissions

In relaxed germanium the L valleys are lowest, Γ lies roughly 0.14 eV above them, and the room-temperature electron mobility of pure material is roughly 4000 cm²/Vs. The model's L mobility is somewhat high; using the rough real value would raise the Γ share by about a sixth. The Γ-L coupling is less certain. Halving it raises the share to 0.074%, nearly fourfold, because the rate varies as $D^2$.

A potentially large omission is the set of six valleys on the Δ lines, called X below. Take them 0.18 eV above L, with masses $0.9m_e$ and $0.2m_e$, a Γ-X coupling of $10^9$ eV/cm and 0.028 eV phonons. The added escape multiplies $\mu_\Gamma$ by 0.32, lowering the Γ share to about 0.006%. This factor is sensitive to uncertain inputs: it is 0.51 with X at 0.20 eV, and 0.84 with a Γ-X coupling of $2.5\times10^8$ eV/cm. The larger coupling shortens the mean Γ escape time to 0.08 ps and the smaller one to 0.22 ps, the latter being closer to the roughly 0.2 ps reported from femtosecond measurements. With Γ-X escape present, switching off Γ-L scattering raises $\mu_\Gamma$ by a factor of only 20 to 30 instead of 116. The X valleys hold 0.27% as many electrons as L, more than Γ does. With an X-L coupling of $4\times10^8$ eV/cm, their conductivity is at most 0.08% of the L value, a ceiling that keeps X-L escape alone. A model that resolves currents this small should therefore include X before refining Γ.

Other corrections at the example's settings:

- Band nonparabolicity, with coefficients 1.15 eV⁻¹ in Γ and 0.3 eV⁻¹ in L, lowers $\sigma_\Gamma$ by 15% at fixed edge occupation.
- Screened ionised impurities at $10^{15}$ cm⁻³, with relative permittivity 16, lower $\mu_\Gamma$ by 1% and $\mu_L$ by 2%. They would halve the Γ mobility if Γ-L scattering were absent, so the figure of 116 is a phonon-limited comparison.
- At 0.1 kV/cm, balancing field power against optical and L-L phonon loss warms the electrons by 0.9 K. Equation (2), taken as an estimate at that electron temperature, then gives a population ratio 1.6% higher. Both figures assume a Maxwellian; solving for the L energy distribution and balancing entry against escape gives about 1.0 K and 1.1%.
- At this density the electron gas is nondegenerate: density divided by the effective L density of states is $10^{-4}$.

A device may run hotter or be doped far more heavily. At 400 K the model's Γ share is 0.087%, still small. Heavy doping breaks the nondegenerate assumption. If $u$ is the density divided by the effective L density of states, expansion of the Fermi occupation gives $u=e^\eta-e^{2\eta}/\sqrt8$, where $\eta$ is the Fermi energy above the L edge divided by $kT$. Thus $e^\eta\approx u(1+u/\sqrt8)$, and, to first order in $u$, the population ratio rises by the factor $1+u/\sqrt8$ while Γ remains dilute. At $u=1$, near $10^{19}$ cm⁻³, this first correction is about a third, while the full Fermi integral gives 42%; the changed impurity scattering must be treated separately.

## What to do in practice

Compute the Γ population from (2), then assign Γ a mobility that includes escape. Giving it the light mass and an isolated-valley lifetime is the costly error. The L transport time is not a safe substitute for the Γ one. Here it gives a share of 0.026% instead of 0.019%, but that closeness depends on the chosen couplings: with the Γ-L coupling halved the share is 0.074%, while the L time still gives 0.026%. For an upper estimate with $\Delta>\hbar\omega$, use (10).

To obtain a useful Γ current, a larger population is needed. At the example's mobility ratio, a Γ share of 10% requires

$$\frac{n_\Gamma}{n_L}=0.10\times\frac{4680}{10\,200}\approx4.6\%.$$

This figure assumes that the mobilities stay unchanged. Lowering the Γ edge raises the population and also the Γ mobility, because fewer L states are available for escape. The mobility rises more weakly down to about $\Delta=-0.02$ eV, but faster than the population just below $\Delta=-\hbar\omega$, where escape from the Γ edge closes. The population and conductivity columns of the table give a mobility ratio $\mu_\Gamma/\mu_L$ of about 2 at 0.14 eV and more than 3 at 0.04 eV. If the edge is lowered, a population ratio below 4.6% is therefore enough. In the model a 10% share is reached at $\Delta\approx0.005$ eV with a population ratio of 1.6%, so Γ must be brought almost level with L; there $\Delta<\hbar\omega$ and (10) is far from tight. Under high fields or optical injection, (2) no longer fixes the population, and the energy distribution within Γ must be solved as well. The escape rate (3) still applies at each energy, provided the phonons remain thermal and the final L states are nearly empty. The values behind these estimates are collected in the numerical output.

## Numbers as computed

```
Temperature: 300 K; G-L offset: 0.14 eV
Masses G, L long, L trans: 0.04, 1.60, 0.08 m_e
L masses, DOS and conductivity: 0.2172, 0.1171 m_e
Mass density: 5300 kg/m3; sound speed: 5400 m/s
Acoustic couplings G, L: 5.0, 11.0 eV
Couplings GL, LL, optical L: 4.00e+08, 3.00e+08, 5.50e+08 eV/cm
Phonons intervalley, optical: 0.028, 0.038 eV
Electron density: 1.00e+15 cm^-3
Population ratio G/L: 8.7899e-05
DOS ratio, four L at offset / G at kT: 117.7
G-to-L lifetime at G edge: 0.2837 ps
Inverse mean G escape rate: 0.2488 ps
Inverse mean L-to-G rate: 2830.1 ps
Flux ratio G-to-L / L-to-G: 1.000003
Transport times G, L: 0.2316, 0.3114 ps
G transport time without GL: 26.846 ps
Mobility G with GL: 10183.4 cm2/Vs
Mobility G without GL: 1180421.3 cm2/Vs
Mobility L with, without GL: 4678.6, 4679.1 cm2/Vs
G mobility ceiling: 12474.6 cm2/Vs
Mass factor, time factor: 2.9268, 0.7437
L conductivity: 0.74953 S/cm
G conductivity: 1.4340e-04 S/cm
G/L conductivity with GL: 0.01913 percent
G/L conductivity without GL: 2.2175 percent
Reduction of G mobility by GL: 115.9 times
Offset scan: eV; G/L population, G/L conductivity with GL, without GL (percent)
  0.14; 0.00879, 0.0191, 2.217
  0.10; 0.04130, 0.1021, 10.419
  0.06; 0.19405, 0.5738, 48.955
  0.04; 0.42064, 1.4184, 106.117
Largest master-equation deviation: 0.054 percent
G conductivity factor on doubling L valleys: 0.25117
Nonparabolic G conductivity factor: 0.8506
Impurity mobility factors G, L: 0.9888, 0.9769
Impurity factor for G without GL: 0.5142
X inputs: offset 0.18 eV; masses 0.9, 0.2 m_e
X/L population ratio: 0.2662 percent
X/L conductivity ceiling: 0.0783 percent
G mobility factor with G-X scattering: 0.3211
Electron temperature at 0.10 kV/cm: 300.882 K
G/L population factor from heating: 1.0160
Density / effective L density of states: 9.845e-05
G/L conductivity at 400 K: 0.08740 percent
G/L conductivity at half GL coupling: 0.07446 percent
```
